**Interface phonon energy and coupling across a gate-stack interlayer**

For silicon, an interlayer of thickness \(t\) and a polar oxide, the interface mode obeys \(\omega^2=\omega_T^2(\kappa_0+B)/(\kappa_\infty+B)\), with \(B=\kappa_i(\kappa_s+\kappa_i\tanh qt)/(\kappa_i+\kappa_s\tanh qt)\). Here \(\kappa_s\) and \(\kappa_i\) are the permittivities of silicon and interlayer, \(\kappa_0\) and \(\kappa_\infty\) are the static and high-frequency permittivities of the oxide, \(\omega_T\) is its transverse frequency, and \(q\) is the in-plane wavevector. In the program these quantities are named `ES`, `EI`, `E0`, `EINF` and `WT`, and \(B\) is returned by `backing`. The program asserts that a finite-element lattice-dynamics problem has a single interface mode, whose energy and surface coupling agree with the formulas within the stated tolerances. A difference of two static responses tests the coupling a second way, and further assertions cover the initial slope, the tail, the inversion for thickness and the wavevectors allowed in absorption. The output shows the mode rising from 17.6 to 21.2 meV, with 19.98 meV at \(qt=0.5\), where the squared coupling is 0.299 of its value without the interlayer at the same \(q\). It also sizes channel screening, a metal gate, a second oxide mode and an interlayer phonon; a dense channel reduces the coupling in the example about tenfold within a static sheet model.

## Numerical verification

```python
# Result under test: the interface phonon of silicon / interlayer / polar oxide
# obeys w^2 = wT^2 (e0 + E)/(einf + E), where
#   E = ei (es + ei tanh qt)/(ei + es tanh qt)
# and its squared coupling to a charge at the silicon surface is
#   e^2 hbar w D T^2 / (2 eps0 q A),
#   D = 1/(einf + E) - 1/(e0 + E),  T = 1/(cosh qt + (es/ei) sinh qt).
# es, ei: permittivities of silicon and interlayer; e0, einf: static and
# high-frequency permittivity of the oxide; wT: its transverse mode;
# q: in-plane wavevector; t: interlayer thickness; A: area.
# Mode energies are in meV. An ideal metal gate at oxide depth d multiplies
# the oxide permittivity by coth(qd).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

ES, EI, E0, EINF, WT = 11.7, 3.9, 22.0, 5.0, 12.4
DELTA = E0 - EINF


def backing(qt, ei=EI, es=ES):
    th = np.tanh(qt)
    return ei * (es + ei * th) / (ei + es * th)


def energy(qt, ei=EI, es=ES, coth=1.0):
    E = backing(qt, ei, es)
    return WT * np.sqrt((E0 * coth + E) / (EINF * coth + E))


def transfer(qt, ei=EI, es=ES):
    return 1 / (np.cosh(qt) + es / ei * np.sinh(qt))


def strength(qt, ei=EI, es=ES, coth=1.0):
    E = backing(qt, ei, es)
    D = 1 / (EINF * coth + E) - 1 / (E0 * coth + E)
    return D * transfer(qt, ei, es) ** 2


def coupling_ratio(qt):
    return energy(qt) * strength(qt) / (energy(0) * strength(0))


def oxide(w):
    return EINF + DELTA * WT**2 / (WT**2 - w**2)


def lattice_dynamics(qt, ei=EI, sheet=0.0, qd=14.0):
    """Finite elements in x = q z. Eliminating the ionic polarization gives
    K_ox v = nu K_inf v with w^2 = wT^2 (1 + DELTA nu).
    Returns mode energy, coupling from the zero-point kinetic energy, and
    coupling from the difference of two static responses."""
    parts = [np.linspace(-14, 0, 301)]
    if qt > 0:
        parts.append(np.linspace(0, qt, 61)[1:])
    parts.append(qt + np.linspace(0, qd, 301)[1:])
    x = np.concatenate(parts)
    h, mid = np.diff(x), (x[1:] + x[:-1]) / 2

    def stiffness(weight):
        a, b = weight * (1 / h + h / 3), weight * (-1 / h + h / 6)
        main = np.zeros(len(x))
        main[:-1] += a
        main[1:] += a
        return (np.diag(main) + np.diag(b, 1) + np.diag(b, -1))[1:-1, 1:-1]

    surface = 299
    k_out = stiffness(np.where(mid < 0, ES, np.where(mid < qt, ei, 0.0)))
    k_out[surface, surface] += sheet
    k_ox = stiffness(np.where(mid > qt, 1.0, 0.0))
    nu, vec = eigh(k_ox, k_out + EINF * k_ox)
    pick = np.where((nu > 1e-6) & (nu < 1 / EINF - 1e-6))[0]
    assert len(pick) == 1  # a single interface mode
    v = vec[:, pick[0]]
    w = WT * np.sqrt(1 + DELTA * nu[pick[0]])
    chi = DELTA * WT**2 / (WT**2 - w**2)
    kinetic = v[surface]**2 / (v @ k_ox @ v) * DELTA * WT**2 / (w * chi)**2
    unit = np.zeros(len(v))
    unit[surface] = 1
    fast = np.linalg.solve(k_out + EINF * k_ox, unit)[surface]
    slow = np.linalg.solve(k_out + E0 * k_ox, unit)[surface]
    return w, kinetic, fast - slow


def compare(qt, ei=EI, sheet=0.0, qd=14.0):
    w, kinetic, static = lattice_dynamics(qt, ei, sheet, qd)
    args = (qt, ei, ES + sheet, 1 / np.tanh(qd))
    # linear elements of size about 0.05 err by a few parts in 1e4
    assert abs(w / energy(*args) - 1) < 2e-4
    assert abs(kinetic / strength(*args) - 1) < 3e-3
    assert abs(static / strength(*args) - 1) < 3e-3
    return w


# Main formulas against lattice dynamics
numerical = {qt: compare(qt) for qt in (0.0, 0.1, 0.5, 1.0, 3.0)}
compare(0.5, ei=20.0)
grid = np.linspace(0, 6, 601)
assert np.all(np.diff(energy(grid)) > 0)
assert np.all(np.diff(energy(grid, ei=20.0)) < 0)
assert np.all(np.diff(coupling_ratio(grid)) < 0)

w_start, w_end = energy(0.0), energy(50.0)
assert round(w_start, 1) == 17.6 and round(w_end, 1) == 21.2
slope = (WT**2 * DELTA / (EINF + ES)**2 / (2 * w_start)
         * (ES**2 - EI**2) / EI)
assert abs((energy(1e-5) - w_start) / 1e-5 / slope - 1) < 1e-3
tail = (WT**2 * DELTA / (EINF + EI)**2 / (2 * w_end)
        * 2 * EI * (ES - EI) / (ES + EI))
assert abs((w_end - energy(4.0)) * np.exp(8.0) / tail - 1) < 1e-2
w_mid = (w_start + w_end) / 2
E_mid = -oxide(w_mid)
qt_mid = np.arctanh(EI * (ES - E_mid) / (ES * E_mid - EI**2))
assert abs(qt_mid - brentq(lambda s: energy(s) - w_mid, 0, 5)) < 1e-8

# Worked example: thickness in nm, wavevectors in 1/nm
t, q, d, temp = 1.0, 0.5, 3.0, 300.0
qt = q * t
w_ex = energy(qt)
mev = 1e-3 * const.e
kT = const.k * temp
mass = 0.19 * const.m_e


def wavevector(E_joule, m):
    return np.sqrt(2 * m * E_joule) / const.hbar * 1e-9


def edge(sign, m):
    k = wavevector(kT, m)
    return brentq(lambda p: p - wavevector(kT + energy(p * t) * mev, m)
                  - sign * k, 1e-4, 10)


q_low, q_high = edge(-1, mass), edge(1, mass)
q_heavy = edge(1, 0.916 * const.m_e)
k_th = wavevector(kT, mass)
qs = np.arange(0.001, 2, 0.001)
gain = 2 * mass * energy(qs * t) * mev / const.hbar**2 * 1e-18
allowed = qs[np.abs((gain - qs**2) / (2 * k_th * qs)) <= 1]
assert abs(allowed[0] - q_low) < 2e-3 and abs(allowed[-1] - q_high) < 2e-3

# Static thermal screening: two spins and two valleys in the lowest subband
dos = 4 * mass / (2 * np.pi * const.hbar**2)


def chemical_potential(n):
    return kT * np.log(np.expm1(n / (dos * kT)))


def polarizability(n, q_nm):
    mu = chemical_potential(n)

    def integrand(u):
        k = q_nm * 1e9 * np.sin(u) / 2
        e_k = const.hbar**2 * k**2 / (2 * mass)
        return np.sin(u) / (np.exp((e_k - mu) / kT) + 1)
    return dos * quad(integrand, 0, np.pi / 2)[0]


def thermal_average(n, q_nm):
    """Zero-temperature response averaged over the Fermi energy."""
    y = chemical_potential(n) / kT
    kink = const.hbar**2 * (q_nm * 1e9)**2 / (8 * mass) / kT

    def integrand(s):
        zero_temp = 1 - np.sqrt(max(0.0, 1 - s / kink))
        return zero_temp / (4 * np.cosh((s - y) / 2)**2)
    return dos * (quad(integrand, 0, kink)[0]
                  + quad(integrand, kink, kink + 60)[0])


screen = {}
for n_cm in (1e11, 5e12):
    n = n_cm * 1e4
    pi_q = polarizability(n, q)
    assert abs(pi_q / thermal_average(n, q) - 1) < 1e-5
    mu, step = chemical_potential(n), 1e-4 * kT
    dn = dos * kT * (np.log1p(np.exp((mu + step) / kT))
                     - np.log1p(np.exp((mu - step) / kT)))
    assert abs(dn / (2 * step) / polarizability(n, 1e-4) - 1) < 1e-5
    sheet = const.e**2 * pi_q / (const.epsilon_0 * q * 1e9)
    compare(qt, sheet=sheet)
    es = ES + sheet
    cut = (energy(qt, es=es) * strength(qt, es=es)
           / (w_ex * strength(qt)))
    screen[n_cm] = (sheet, energy(0, es=es), energy(qt, es=es), cut)
speed_energy = const.hbar * q * 1e9 * np.sqrt(2 * kT / mass) / mev

# Ideal metal gate
w_gate = compare(qt, qd=q * d)
w_gate_formula = energy(qt, coth=1 / np.tanh(q * d))

# Second oxide mode: part of the ionic permittivity moved to higher energy
W2, SHARE2 = 48.0, 1.6


def two_mode_energy(s):
    E = backing(s)

    def f(w):
        return (EINF + (DELTA - SHARE2) * WT**2 / (WT**2 - w**2)
                + SHARE2 * W2**2 / (W2**2 - w**2) + E)
    root = brentq(f, WT + 1e-6, W2 - 1e-6)
    amp = np.sqrt([(DELTA - SHARE2) * WT**2, SHARE2 * W2**2])
    matrix = np.diag([WT**2, W2**2]) + np.outer(amp, amp) / (EINF + E)
    assert abs(root - np.sqrt(np.linalg.eigvalsh(matrix)[0])) < 1e-6
    return root


two_mode = [two_mode_energy(s) for s in (0.0, qt, 50.0)]

# Interlayer phonon, all ionic strength lumped in one mode
WI, SHARE_I = 56.0, 1.4


def layer_eps(w):
    return EI - SHARE_I + SHARE_I * WI**2 / (WI**2 - w**2)


w_lo = WT * np.sqrt(E0 / EINF)
w_layer = brentq(lambda w: oxide(w) + backing(qt, layer_eps(w)),
                 WT + 1e-6, w_lo)
assert abs(lattice_dynamics(qt, layer_eps(w_layer))[0] / w_layer - 1) < 2e-4
light_q = w_ex * mev / (const.hbar * const.c) * 1e-9


def occupation(w):
    return 1 / np.expm1(w * mev / kT)


print(f"permittivities: silicon {ES}, interlayer {EI}")
print(f"oxide: static {E0}, high-frequency {EINF}, TO {WT} meV")
print(f"oxide longitudinal mode: {w_lo:.2f} meV")
print(f"mode at qt = 0: {w_start:.3f} meV")
print(f"mode at qt -> infinity: {w_end:.3f} meV")
print(f"initial slope d(energy)/d(qt): {slope:.2f} meV")
print(f"tail coefficient of exp(-2qt): {tail:.2f} meV")
print(f"midpoint energy: {w_mid:.2f} meV, reached at qt = {qt_mid:.3f}")
print("qt | E | energy (meV) | T^2 | D | coupling / coupling at t=0")
for s in (0.0, 0.1, 0.25, 0.5, 1.0, 2.0, 3.0):
    D = strength(s) / transfer(s)**2
    print(f"{s:.2f} | {backing(s):.3f} | {energy(s):.2f} | "
          f"{transfer(s)**2:.5f} | {D:.5f} | {coupling_ratio(s):.5f}")
for s, w in numerical.items():
    print(f"lattice dynamics, qt = {s:.1f}: {w:.3f} meV")
print(f"mode at qt = 0.5 if interlayer were 20: {energy(0.5, 20.0):.2f} meV")
print(f"example: t = {t} nm, q = {q} 1/nm, T = {temp:.0f} K")
print(f"example mode: {w_ex:.2f} meV; exp(-2qt) = {np.exp(-2*qt):.3f}")
print(f"occupation at start, example, end: {occupation(w_start):.3f}, "
      f"{occupation(w_ex):.3f}, {occupation(w_end):.3f}")
print(f"electron energy kT: {kT/mev:.2f} meV, k = {k_th:.3f} 1/nm")
print(f"absorption q range, mass 0.19: {q_low:.3f} to {q_high:.3f} 1/nm")
print(f"mode over that range: {energy(q_low*t):.2f} to "
      f"{energy(q_high*t):.2f} meV")
print(f"largest q along heavy axis, mass 0.916: {q_heavy:.3f} 1/nm")
print(f"mode at that q: {energy(q_heavy*t):.2f} meV")
for n_cm, (sheet, w0, w1, cut) in screen.items():
    print(f"density {n_cm:.0e} 1/cm2: added permittivity {sheet:.2f}")
    print(f"  screened mode, t = 0: {w0:.2f} meV; t = 1 nm: {w1:.2f} meV")
    print(f"  coupling at t = 1 nm, screened/unscreened: {cut:.4f}")
print(f"hbar q v for thermal electrons: {speed_energy:.1f} meV")
print(f"metal gate behind {d} nm oxide: {w_gate_formula:.2f} meV")
print(f"second oxide mode: {W2} meV, permittivity share {SHARE2}")
print(f"  lower mode at qt = 0, 0.5, infinity: {two_mode[0]:.2f}, "
      f"{two_mode[1]:.2f}, {two_mode[2]:.2f} meV")
print(f"interlayer phonon: {WI} meV, permittivity share {SHARE_I}")
print(f"  interlayer permittivity at mode: {layer_eps(w_layer):.3f}")
print(f"  shifted example mode: {w_layer:.2f} meV")
print(f"light wavevector at mode energy: {light_q:.2e} 1/nm")
print("all good")
```

It prints:

```
permittivities: silicon 11.7, interlayer 3.9
oxide: static 22.0, high-frequency 5.0, TO 12.4 meV
oxide longitudinal mode: 26.01 meV
mode at qt = 0: 17.615 meV
mode at qt -> infinity: 21.153 meV
initial slope d(energy)/d(qt): 8.30 meV
tail coefficient of exp(-2qt): 3.04 meV
midpoint energy: 19.38 meV, reached at qt = 0.309
qt | E | energy (meV) | T^2 | D | coupling / coupling at t=0
0.00 | 11.700 | 17.61 | 1.00000 | 0.03021 | 1.00000
0.10 | 9.306 | 18.34 | 0.58674 | 0.03796 | 0.76778
0.25 | 7.295 | 19.14 | 0.31236 | 0.04720 | 0.53034
0.50 | 5.658 | 19.98 | 0.13810 | 0.05767 | 0.29899
1.00 | 4.466 | 20.73 | 0.03892 | 0.06786 | 0.10292
2.00 | 3.972 | 21.10 | 0.00466 | 0.07295 | 0.01349
3.00 | 3.910 | 21.15 | 0.00062 | 0.07364 | 0.00182
lattice dynamics, qt = 0.0: 17.615 meV
lattice dynamics, qt = 0.1: 18.343 meV
lattice dynamics, qt = 0.5: 19.975 meV
lattice dynamics, qt = 1.0: 20.734 meV
lattice dynamics, qt = 3.0: 21.146 meV
mode at qt = 0.5 if interlayer were 20: 16.60 meV
example: t = 1.0 nm, q = 0.5 1/nm, T = 300 K
example mode: 19.98 meV; exp(-2qt) = 0.368
occupation at start, example, end: 1.024, 0.858, 0.790
electron energy kT: 25.85 meV, k = 0.359 1/nm
absorption q range, mass 0.19: 0.111 to 0.840 1/nm
mode over that range: 18.41 to 20.57 meV
largest q along heavy axis, mass 0.916: 1.851 1/nm
mode at that q: 21.08 meV
density 1e+11 1/cm2: added permittivity 1.02
  screened mode, t = 0: 17.36 meV; t = 1 nm: 19.90 meV
  coupling at t = 1 nm, screened/unscreened: 0.8871
density 5e+12 1/cm2: added permittivity 36.32
  screened mode, t = 0: 14.25 meV; t = 1 nm: 19.07 meV
  coupling at t = 1 nm, screened/unscreened: 0.0977
hbar q v for thermal electrons: 72.0 meV
metal gate behind 3.0 nm oxide: 20.30 meV
second oxide mode: 48.0 meV, permittivity share 1.6
  lower mode at qt = 0, 0.5, infinity: 16.78, 18.51, 19.31 meV
interlayer phonon: 56.0 meV, permittivity share 1.4
  interlayer permittivity at mode: 4.101
  shifted example mode: 19.86 meV
light wavevector at mode energy: 1.01e-04 1/nm
all good
```
